# The film term in three-omega thermometry: derivation and limits: test program

```python
"""Film contribution to the temperature of a three-omega line heater.

Result under test: a thin, poorly conducting film between heater and substrate
raises the width-averaged temperature amplitude by P*d/(k_film*A), nearly
independent of frequency, if film, contrast and frequency are small enough.

Symbols: P = heating amplitude at twice the current frequency, A = heater area,
b = heater half-width, d = film thickness, k = conductivity, c = heat capacity
per volume, R_c = contact resistance between film and substrate.
Complex amplitudes multiply exp(+2i*omega*t), omega = 2*pi*current frequency.
SI units inside the program.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import zeta

b, length = 10e-6, 3e-3
d0, k_film, c_film = 0.3e-6, 1.0, 2.0e6
k_sub, c_sub = 150.0, 1.5e6
current, resistance, beta = 0.1, 30.0, 0.003
contact = 1e-8
area = 2 * b * length
power = current**2 * resistance / 2
flux = power / area
diff_sub, diff_film = k_sub / c_sub, k_film / c_film

# Gauss-Legendre panels in u = (wave number)*b, refined towards u = 0
edges = np.concatenate(([0.0], np.geomspace(1e-5, np.pi, 40),
                        np.pi * np.arange(2, 3001)))
nodes, weights = np.polynomial.legendre.leggauss(12)
half = np.diff(edges)[:, None] / 2
u = (edges[:-1, None] + half * (1 + nodes)).ravel()
w = (half * weights).ravel()
wave = u / b
window = np.sinc(u / np.pi)**2


def rate(freq):
    """Angular frequency of the heating, twice that of the current."""
    return 4 * np.pi * freq


def impedance(lam, freq, d, kf, cf, rc):
    """Surface temperature per unit flux for one wave number."""
    a = kf * np.sqrt(lam**2 + 1j * rate(freq) * cf / kf)
    s = k_sub * np.sqrt(lam**2 + 1j * rate(freq) * c_sub / k_sub)
    load = 1 / s + rc
    t = np.tanh(a / kf * d)
    return (load + t / a) / (1 + a * load * t)


def average(z):
    return power / length / (np.pi * b) * np.sum(w * window * z)


def bare_rise(freq):
    s = k_sub * np.sqrt(wave**2 + 1j * rate(freq) * c_sub / k_sub)
    return average(1 / s)


def excess(freq, d, kf=k_film, cf=c_film, rc=0.0):
    return average(impedance(wave, freq, d, kf, cf, rc)) - bare_rise(freq)


# --- Surface impedance against a direct solve of the matching conditions
for lam, freq, rc in ((2e5, 1e3, 0.0), (3e6, 1e5, 1e-8), (1e4, 1e6, 3e-8)):
    g = np.sqrt(lam**2 + 1j * rate(freq) * c_film / k_film)
    s = k_sub * np.sqrt(lam**2 + 1j * rate(freq) * c_sub / k_sub)
    ch, sh = np.cosh(g * d0), np.sinh(g * d0)
    # unknowns: film cosh and sinh coefficients, substrate top temperature
    matrix = np.array([[0, -k_film * g, 0],
                       [-k_film * g * sh, -k_film * g * ch, -s],
                       [ch, sh, -(1 + rc * s)]])
    solved = np.linalg.solve(matrix, np.array([1, 0, 0], complex))[0]
    z = impedance(lam, freq, d0, k_film, c_film, rc)
    assert abs(solved / z - 1) < 1e-8
    load = 1 / s + rc
    a, t = k_film * g, sh / ch
    gain = t / a * (1 - (a * load)**2) / (1 + a * load * t)
    assert abs((solved - load) / gain - 1) < 1e-7

# Bound on the squared admittance ratio of film and substrate
bound = max((k_film / k_sub)**2, k_film * c_film / (k_sub * c_sub))
for freq in (1e2, 1e4, 1e6):
    ratio = ((k_film**2 * wave**2 + 1j * rate(freq) * k_film * c_film)
             / (k_sub**2 * wave**2 + 1j * rate(freq) * k_sub * c_sub))
    assert np.max(np.abs(ratio)) <= bound * (1 + 1e-10)


# --- Real-space finite-volume solution of the two-dimensional problem
def graded(span, first, growth=1.08):
    cells = [first]
    while sum(cells) < span:
        cells.append(cells[-1] * growth)
    return np.array(cells) * span / sum(cells)


def finite_volume_rise(freq, kf, cf):
    far = 15 * np.sqrt(diff_sub / rate(freq))
    inside = graded(b, d0 / 8)[::-1]
    dx = np.concatenate((inside, graded(far, d0 / 8)))
    dz = np.concatenate((np.full(8, d0 / 8), graded(far, d0 / 8)))
    nx, nz, nh = len(dx), len(dz), len(inside)
    k = np.where(np.arange(nz) < 8, kf, k_sub)
    c = np.where(np.arange(nz) < 8, cf, c_sub)
    index = np.arange(nx * nz).reshape(nz, nx)
    gx = (k * dz)[:, None] / ((dx[1:] + dx[:-1]) / 2)[None, :]
    r = dz / (2 * k)
    gz = dx[None, :] / (r[1:] + r[:-1])[:, None]
    m = np.concatenate((index[:, :-1].ravel(), index[:-1].ravel()))
    n = np.concatenate((index[:, 1:].ravel(), index[1:].ravel()))
    g = np.concatenate((gx.ravel(), gz.ravel()))
    store = (1j * rate(freq) * (c * dz)[:, None] * dx[None, :]).ravel()
    every = index.ravel()
    system = coo_matrix(
        (np.concatenate((g, g, -g, -g, store)),
         (np.concatenate((m, n, m, n, every)),
          np.concatenate((m, n, n, m, every)))),
        shape=(nx * nz, nx * nz)).tocsc()
    source = np.zeros(nx * nz, complex)
    source[:nh] = flux * inside
    top = spsolve(system, source)[:nh] + flux * r[0]
    return np.sum(top * inside) / b


simple = power * d0 / (k_film * area)
edge = 7 * zeta(3) / np.pi**3
f0 = 1e3
fv_bare = finite_volume_rise(f0, k_sub, c_sub)
fv_excess = finite_volume_rise(f0, k_film, c_film) - fv_bare
ex0 = excess(f0, d0)
assert abs(fv_bare / bare_rise(f0) - 1) < 0.01    # grid error
assert abs(fv_excess / ex0 - 1) < 0.003           # grid error
assert abs(fv_excess.real / simple - 1) < 0.02    # edge spreading remains

# --- Edge coefficient: slow heating, film far less conducting than substrate
for x in (0.1, 0.3):
    kf = 1e-6 * k_sub
    q = excess(1.0, x * b, kf, 0.0).real / (flux * x * b / kf)
    assert abs((1 - q) / x / edge - 1) < 2e-3

# --- Conductivity contrast, equal diffusivities; identical film adds nothing
thin = 1e-3 * b
contrast = (excess(f0, thin, k_sub / 2, c_sub / 2).real
            / (flux * thin / (k_sub / 2)))
assert abs(contrast - 0.75) < 5e-3
assert abs(excess(f0, d0, k_sub, c_sub)) < 1e-9 * abs(bare_rise(f0))

# --- Slow-heating logarithm of the bare substrate
f_low = 100.0
log_line = power / length / (np.pi * k_sub) * (
    0.5 * np.log(diff_sub / (rate(f_low) * b**2))
    + 1.5 - np.euler_gamma - 1j * np.pi / 4)
assert abs(log_line / bare_rise(f_low) - 1) < 2e-3

# --- Heating amplitude and third-harmonic voltage from the time signals
phase = 2 * np.pi * np.arange(256) / 256
i_t = current * np.cos(phase)
heat_2 = 2 * np.mean(i_t**2 * resistance * np.exp(-2j * phase))
assert abs(heat_2 / power - 1) < 1e-12
r_t = resistance * (1 + beta * np.real(ex0 * np.exp(2j * phase)))
v3 = 2 * np.mean(i_t * r_t * np.exp(-3j * phase))
assert abs(v3 / (0.5 * current * resistance * beta * ex0) - 1) < 1e-9

print(f"heater width {2*b*1e6:.1f} um, length {length*1e3:.1f} mm")
print(f"heater area {area:.2e} m^2")
print(f"current amplitude {current:.2f} A, resistance {resistance:.1f} ohm")
print(f"temperature coefficient beta {beta:.4f} 1/K")
print(f"heating amplitude P {power:.4f} W, flux {flux:.3e} W/m^2")
print(f"film: d {d0*1e6:.2f} um, k {k_film:.2f} W/(m K), c {c_film:.2e} J/(m^3 K)")
print(f"substrate: k {k_sub:.1f} W/(m K), c {c_sub:.2e} J/(m^3 K)")
print(f"diffusivity film {diff_film:.2e}, substrate {diff_sub:.2e} m^2/s")
print(f"squared conductivity ratio {(k_film/k_sub)**2:.2e}")
print(f"k*c ratio film/substrate {k_film*c_film/(k_sub*c_sub):.5f}")
print(f"simple film rise P d/(k A) {simple:.4f} K")
print(f"edge coefficient 7 zeta(3)/pi^3 {edge:.5f}")
print(f"film rise with edge factor {simple*(1-edge*d0/b):.4f} K")
print(f"Fourier film rise, 1 kHz: in {ex0.real:.4f}, out {ex0.imag:.5f} K")
print(f"finite-volume film rise: in {fv_excess.real:.4f}, "
      f"out {fv_excess.imag:.5f} K")
print(f"bare rise, 1 kHz: Fourier {bare_rise(f0).real:.4f}, "
      f"finite volume {fv_bare.real:.4f} K (in phase)")
print(f"third-harmonic film voltage, in phase {v3.real*1e3:.4f} mV")
print(f"bare rise, 100 Hz, in phase: log law {log_line.real:.4f}, "
      f"Fourier {bare_rise(f_low).real:.4f} K")
print(f"contrast factor at k_film = k_sub/2: {contrast:.4f}")

print("current frequency kHz | substrate depth um | 2 omega d^2/D_film |"
      " bare in-phase K | film in-phase K | film out-of-phase K")
table = {}
for freq in (1e3, 3e3, 1e4, 1e5, 1e6):
    table[freq] = excess(freq, d0)
    print(f"{freq/1e3:7.0f} {np.sqrt(diff_sub/rate(freq))*1e6:8.2f} "
          f"{rate(freq)*d0**2/diff_film:9.5f} {bare_rise(freq).real:8.4f} "
          f"{table[freq].real:8.4f} {table[freq].imag:9.5f}")
plateau = [table[f].real for f in (1e3, 3e3, 1e4)]
assert (max(plateau) - min(plateau)) / simple < 0.01
assert all(abs(v / simple - 1) < 0.02 for v in plateau)
assert abs(table[1e4].imag) / simple < 0.03
assert abs(table[1e5].imag) / simple > 0.05       # plateau has failed

print("slow heating at 1 Hz: d um | film rise/simple | edge factor")
scan = {}
for d in (0.1e-6, 0.3e-6, 1e-6, 3e-6, 10e-6):
    scan[d] = excess(1.0, d).real / (flux * d / k_film)
    print(f"{d*1e6:7.2f} {scan[d]:9.4f} {1-edge*d/b:9.4f}")
assert abs(scan[0.1e-6] - 1) < 0.01 and scan[10e-6] < 0.8

# --- Conductivity from one and two thicknesses with a contact resistance
d1, d2 = d0, 2 * d0
e1, e2 = (excess(f0, d, rc=contact).real for d in (d1, d2))
effective1, effective2 = (d * (1 - edge * d / b) for d in (d1, d2))
k_ideal = flux * d1 / ex0.real
k_single = flux * effective1 / e1
k_pair = flux * (effective2 - effective1) / (e2 - e1)
series = 1 / (1 / k_film + contact / d1)
assert abs((e1 - ex0.real) / (flux * contact) - 1) < 0.05
assert abs(k_single / series - 1) < 0.01
assert abs(k_pair / k_film - 1) < 0.01
print(f"contact resistance {contact:.1e} m^2 K/W, P R_c/A {flux*contact:.4f} K")
print(f"computed rise added by contact {e1-ex0.real:.4f} K")
print(f"film plus contact rise: {d1*1e6:.2f} um {e1:.4f} K, "
      f"{d2*1e6:.2f} um {e2:.4f} K")
print(f"k from simple formula, perfect contact {k_ideal:.4f} W/(m K)")
print(f"k from one thickness, with contact, edge-corrected {k_single:.4f} W/(m K)")
print(f"series estimate of that apparent k {series:.4f} W/(m K)")
print(f"k from two thicknesses, edge-corrected {k_pair:.4f} W/(m K)")
print("all good")
```

It prints:

```
heater width 20.0 um, length 3.0 mm
heater area 6.00e-08 m^2
current amplitude 0.10 A, resistance 30.0 ohm
temperature coefficient beta 0.0030 1/K
heating amplitude P 0.1500 W, flux 2.500e+06 W/m^2
film: d 0.30 um, k 1.00 W/(m K), c 2.00e+06 J/(m^3 K)
substrate: k 150.0 W/(m K), c 1.50e+06 J/(m^3 K)
diffusivity film 5.00e-07, substrate 1.00e-04 m^2/s
squared conductivity ratio 4.44e-05
k*c ratio film/substrate 0.00889
simple film rise P d/(k A) 0.7500 K
edge coefficient 7 zeta(3)/pi^3 0.27138
film rise with edge factor 0.7439 K
Fourier film rise, 1 kHz: in 0.7429, out -0.00177 K
finite-volume film rise: in 0.7430, out -0.00177 K
bare rise, 1 kHz: Fourier 0.3303, finite volume 0.3305 K (in phase)
third-harmonic film voltage, in phase 3.3431 mV
bare rise, 100 Hz, in phase: log law 0.4523, Fourier 0.4523 K
contrast factor at k_film = k_sub/2: 0.7489
current frequency kHz | substrate depth um | 2 omega d^2/D_film | bare in-phase K | film in-phase K | film out-of-phase K
      1    89.21   0.00226   0.3303   0.7429  -0.00177
      3    51.50   0.00679   0.2723   0.7422  -0.00425
     10    28.21   0.02262   0.2096   0.7401  -0.01138
    100     8.92   0.22619   0.0998   0.7174  -0.07552
   1000     2.82   2.26195   0.0333   0.4175  -0.28866
slow heating at 1 Hz: d um | film rise/simple | edge factor
   0.10    0.9971    0.9973
   0.30    0.9915    0.9919
   1.00    0.9720    0.9729
   3.00    0.9169    0.9186
  10.00    0.7371    0.7286
contact resistance 1.0e-08 m^2 K/W, P R_c/A 0.0250 K
computed rise added by contact 0.0246 K
film plus contact rise: 0.30 um 0.7675 K, 0.60 um 1.4970 K
k from simple formula, perfect contact 1.0095 W/(m K)
k from one thickness, with contact, edge-corrected 0.9693 W/(m K)
series estimate of that apparent k 0.9677 W/(m K)
k from two thicknesses, edge-corrected 1.0030 W/(m K)
all good
```
